# Why triplet sensitization needs shared orbital space

Triplet sensitization moves one unit of spin from a donor molecule D to an acceptor molecule A:

$$
D(T_1)+A(S_0)\;\longrightarrow\;D(S_0)+A(T_1).
$$

The fragment spins go from $(S_D,S_A)=(1,0)$ to $(0,1)$, while the total spin is 1 before and after. An interaction that conserves the spin of each fragment separately cannot drive this change. One that conserves only the total spin can.

Suppose first that the Hamiltonian contains no spin operators, and that no orbital of D occupies any region where an orbital of A is nonzero. Electrons then cannot change fragment, and the fragments interact through

$$
W=\frac{e^2}{4\pi\varepsilon_0}\iint \frac{n_D(\mathbf r)\,n_A(\mathbf r')}{|\mathbf r-\mathbf r'|}\,d^3r\,d^3r' ,
$$

plus the attraction of each electron density to the other molecule's nuclei. The density operator $n_D$ is built from $E_{pq}=\sum_\sigma a^\dagger_{p\sigma}a_{q\sigma}$, with $p,q$ on D. To see how it responds to spin, take the raising operator $S_D^+=\sum_m a^\dagger_{m\uparrow}a_{m\downarrow}$ and use $[a_i^\dagger a_j,a_k^\dagger a_l]=\delta_{jk}a_i^\dagger a_l-\delta_{il}a_k^\dagger a_j$:

$$
[S_D^+,E_{pq}]=a^\dagger_{p\uparrow}a_{q\downarrow}-a^\dagger_{p\uparrow}a_{q\downarrow}=0 .
$$

The first term comes from the spin-down part of $E_{pq}$, the second from its spin-up part. The adjoint relation gives $[S_D^-,E_{pq}]=0$, and $[S_D^+,S_D^-]=2S_D^z$ then gives the same for $S_D^z$. Hence $[H,\mathbf S_D^2]=0$, and likewise for A.

The initial state has $\mathbf S_D^2=2$ and the final state has $\mathbf S_D^2=0$, in units of $\hbar^2$. Since $e^{-iHt/\hbar}$ also commutes with $\mathbf S_D^2$,

$$
0=\langle f|[\mathbf S_D^2,e^{-iHt/\hbar}]|i\rangle=(0-2)\,\langle f|e^{-iHt/\hbar}|i\rangle .
$$

The transfer amplitude is zero at all times, and so at every order in $W$.

## Why a vanishing dipole is too weak a reason

The same commutator, taken between the donor's own states, gives

$$
0=\langle S_0|[\mathbf S_D^2,n_D(\mathbf r)]|T_1\rangle=-2\,\langle S_0|n_D(\mathbf r)|T_1\rangle .
$$

The transition density vanishes at every point, and every electric multipole vanishes with it. A zero dipole alone would leave quadrupoles and higher moments free to act.

The cancellation can be seen in one excitation from an occupied orbital $H$ to an empty orbital $L$. Let $|0\rangle$ have $H$ doubly occupied. The singlet and the $M=0$ triplet are

$$
|S\rangle,\;|T\rangle=\frac{1}{\sqrt2}\left(a^\dagger_{L\uparrow}a_{H\uparrow}\pm a^\dagger_{L\downarrow}a_{H\downarrow}\right)|0\rangle ,
$$

with the upper sign for the singlet. The coefficient of $H(\mathbf r)L(\mathbf r)$ in the transition density is $1/\sqrt2\pm1/\sqrt2$: $\sqrt2$ for the singlet and zero for the triplet. In the triplet, spin-up and spin-down charge slosh in opposite directions, so no net charge moves. The $M=\pm1$ triplets give zero because $n$ does not change $M$.

## Four electrons in four orbitals

Now let the molecules approach. The model keeps $H_D,L_D,H_A,L_A$, made real and orthonormal while staying as close as possible to the fragment orbitals, and four electrons. Its Hamiltonian is

$$
H=\sum_{pq}h_{pq}E_{pq}+\frac12\sum_{pqrs}(pq|rs)\sum_{\sigma\tau}a^\dagger_{p\sigma}a^\dagger_{r\tau}a_{s\tau}a_{q\sigma},
$$

where $h$ includes the field of the frozen inner electrons and $(pq|rs)$ is the Coulomb energy between the charge distributions $pq$ and $rs$. In $|0\rangle$ both $H$ orbitals are now doubly occupied. The two locally excited states with $M=+1$ are

$$
|X_D\rangle=a^\dagger_{L_D\uparrow}a_{H_D\downarrow}|0\rangle,\qquad
|X_A\rangle=a^\dagger_{L_A\uparrow}a_{H_A\downarrow}|0\rangle .
$$

To turn $X_D$ into $X_A$, the Hamiltonian must empty $L_D\uparrow$ and $H_A\downarrow$ and fill $L_A\uparrow$ and $H_D\downarrow$. Each term of $H$ preserves the spin of the electron it moves, so a spin-up electron goes from $L_D$ to $L_A$ and a spin-down electron from $H_A$ to $H_D$. Two equal terms of the double sum do this, which cancels the factor $\tfrac12$. The sign follows from

$$
\begin{aligned}
a^\dagger_{L_A\uparrow}a^\dagger_{H_D\downarrow}a_{H_A\downarrow}a_{L_D\uparrow}|X_D\rangle
&=a^\dagger_{L_A\uparrow}a^\dagger_{H_D\downarrow}a_{H_A\downarrow}a_{H_D\downarrow}|0\rangle\\
&=-a^\dagger_{L_A\uparrow}a^\dagger_{H_D\downarrow}a_{H_D\downarrow}a_{H_A\downarrow}|0\rangle=-|X_A\rangle .
\end{aligned}
$$

The direct coupling is therefore

$$
V_{\rm exch}=-K,\qquad K=(H_DH_A|L_DL_A).
$$

Two electrons cross in opposite directions: charge returns to where it was, and spin does not. Both distributions in $K$ are products of a D orbital and an A orbital.

For comparison with singlet transfer, let $Y_{F\sigma}=a^\dagger_{L_F\sigma}a_{H_F\sigma}|0\rangle$ on fragment $F$, and $J=(H_DL_D|H_AL_A)$. If the donor and acceptor excitations have opposite spins, spin preservation forces each electron to stay on its fragment, and the element is $J$. If the spins are equal, the electrons can also cross, and the element is $J-K$. Thus

$$
V_{\rm singlet}=\tfrac12[2(J-K)+2J]=2J-K,\qquad
V_{\rm triplet}=\tfrac12[2(J-K)-2J]=-K .
$$

The term that needs no crossing cancels in the triplet.

## The second way to exchange electrons

The two crossings can also happen one after the other, through a charge-transfer state. Take $|C\rangle=a^\dagger_{L_A\uparrow}a_{H_D\downarrow}|0\rangle$, in which D is positive and A negative. $X_D$ and $C$ differ by one electron, in $L_D\uparrow$ or $L_A\uparrow$. The other occupied spin orbitals are $H_D\uparrow,H_A\uparrow,H_A\downarrow$. Each contributes a Coulomb term, and those with spin up also an exchange term:

$$
\begin{aligned}
t_e={}&h_{L_AL_D}+(L_AL_D|H_DH_D)+2(L_AL_D|H_AH_A)\\
&-(L_AH_D|H_DL_D)-(L_AH_A|H_AL_D).
\end{aligned}
$$

With the mean-field matrix of $|0\rangle$, $F_{pq}=h_{pq}+\sum_{i=H_D,H_A}[2(pq|ii)-(pi|iq)]$, this is

$$
t_e=F_{L_AL_D}-(L_AL_D|H_DH_D).
$$

The second hop takes a spin-down electron from $H_A$ to $H_D$. Reordering operators gives a minus sign as before. The spectators $H_D\uparrow,H_A\uparrow,L_A\uparrow$ have the opposite spin and give Coulomb terms only:

$$
\begin{aligned}
t_h&=-[h_{H_DH_A}+(H_DH_A|H_DH_D)+(H_DH_A|H_AH_A)+(H_DH_A|L_AL_A)]\\
&=-F_{H_DH_A}-(H_DH_A|L_AL_A).
\end{aligned}
$$

The last line holds because in $F_{H_DH_A}$ each exchange term removes one of two equal Coulomb terms.

Let $C$ lie an energy $\Delta$ above the local triplets, with $\Delta$ much larger than the hops. For an eigenstate near the triplet energy, the amplitude of $C$ obeys $-\Delta\,c_C=t_ec_D+t_hc_A$. Its effect on the acceptor amplitude is $t_hc_C$, whose part proportional to $c_D$ is $-t_et_hc_D/\Delta$. In a symmetric pair the opposite charge-transfer state adds an equal amount:

$$
V\simeq -K-\frac{2t_et_h}{\Delta}.
$$

Every term in $t_e$ and $t_h$ contains a D–A orbital product, so this path also closes when the fragments share no space. "Exchange" in the statement that exchange couples the pair must include it. The division between the two parts depends on how the orbitals are made orthogonal; the energy splitting of the full model does not depend on that label.

## A computed pair

Two planar ethylene molecules stacked face to face are a small realization of the model. Their $\pi$ and $\pi^*$ orbitals come from a restricted open-shell Hartree–Fock calculation of the triplet monomer in the 6-31+G basis. All configurations of the four electrons in the four orbitals are then included. Correlation involving other orbitals and relaxation of the geometry are left out, so the couplings belong to this level of theory.

Resonant local states combine as $(X_D\pm X_A)/\sqrt2$, with energies separated by $2|V|$. The column $|V|$ is half the triplet splitting in the full model, while $V_{\rm singlet}$ is the single matrix element $2J-K$; all couplings are in meV. In the full model the singlet half-splitting at 4.0 and 5.0 Å is smaller, 274 and 91 meV. The triplet values depend on the orbital tails and are not converged to the digits shown: at 5.0 Å other bases with diffuse functions give $|V|$ between 1.35 and 1.79 meV, and 6-31G without them gives 0.32 meV. Single-excitation configuration interaction on the whole pair in 6-31+G gives 26 meV at 4.0 Å and 2.0 meV at 5.0 Å.

| $R$ (Å) | $V_{\rm exch}$ | $V_{\rm hop}$ | $\lvert V\rvert$ | $V_{\rm singlet}$ |
|---|---|---|---|---|
| 3.5 | −11.8 | 103.9 | 74.5 | 463 |
| 4.0 | −4.5 | 29.7 | 20.5 | 305 |
| 4.5 | −1.67 | 8.57 | 5.57 | 208 |
| 5.0 | −0.65 | 2.54 | 1.49 | 148 |

At 3.5 Å the hops are $t_e=0.647$ eV and $t_h=-0.593$ eV, with $\Delta=7.37$ eV. Hence $-2(0.647)(-0.593)/7.37=0.104$ eV, the tabulated value. With these orbitals the successive hops outweigh the direct exchange integral and have the opposite sign.

The second-order sum exceeds the full result: at 5.0 Å it is $2.544-0.645=1.899$ meV against 1.49 meV. At 4.5 and 5.0 Å, diagonalizing only the two local and two charge-transfer states reproduces the second-order sum to within 3% of $|V_{\rm exch}|+|V_{\rm hop}|$. Most of the discrepancy there must therefore come from the remaining configurations, in which more than one electron is excited.

The causal claim can be tested at contact. At 3.5 Å, keep the molecules in place and delete every integral containing a D–A orbital product. The triplet coupling drops from 74.5 meV to $1.6\times10^{-13}$ eV, which is rounding error. The singlet coupling becomes 474 meV; its change from 463 meV is the removal of $-K=-11.8$ meV. The norm of $[H,\mathbf S_D^2]$ falls from 2.43 eV to zero. Proximity alone does not open the triplet channel; shared space is required. It is not sufficient: with one molecule turned by 90° about the stacking axis, the orbital products remain but the two local triplets have different symmetry, and the coupling at 3.5 Å is again at rounding level.

The opposite limit is large separation. Because $H$ and $L$ are orthogonal, the distribution $HL$ has no net charge, and its first moment is $d=\langle H|x|L\rangle$. For parallel moments perpendicular to the line of centres, $J\to e^2d^2/(4\pi\varepsilon_0R^3)$, so

$$
V_{\rm singlet}\to\frac{2e^2d^2}{4\pi\varepsilon_0R^3}.
$$

With $d=0.738$ Å this gives 1.96 meV at 20 Å; the computed $2J-K$ is 1.98 meV. The full model gives 1.10 meV, since its ground state mixes in the configuration with $L$ doubly occupied, which reduces the transition dipole below the single-configuration value. The triplet coupling there is at rounding level.

A vanishing overlap integral does not close the channel. At 4.0 Å, sliding one molecule by 1.88 Å along its C=C axis makes $\int L_DL_A\,d^3r=0$. The product $L_DL_A$ still has positive and negative regions, and these interact with $H_DH_A$. The exchange integral of the original monomer orbitals is −1.90 meV, and the full triplet coupling is 2.05 meV. The first number does not explain the second: in the orthonormal orbitals $V_{\rm exch}=-0.88$ meV and $V_{\rm hop}=+1.07$ meV nearly cancel, so most of the coupling comes from terms outside that sum, and the $H_DH_A$ and $H_DL_A$ overlaps remain nonzero. The coupling also changes quickly with slip, from 0.74 meV at 1.70 Å to 2.8 meV at 2.05 Å. It changes sign, and so passes through zero, near a slip of 1.63 Å. Orbital products that are nonzero in space are needed for coupling, but neither they nor one overlap integral fix its size.

## From coupling to rate

For weak coupling the golden rule gives $k=(2\pi/\hbar)V^2\mathcal F$, where $\mathcal F$ is the probability density for the initial and final states to have equal energy. Let a classical coordinate have energies $\tfrac12\kappa q^2$ before transfer and $\tfrac12\kappa(q-q_0)^2+\Delta G$ after it. Their difference is

$$
U=\Delta G+\lambda-\kappa q_0q,\qquad \lambda=\tfrac12\kappa q_0^2 .
$$

Thermal motion has $\langle q^2\rangle=k_BT/\kappa$, so $U$ is Gaussian with mean $\Delta G+\lambda$ and variance $\kappa q_0^2k_BT=2\lambda k_BT$. Evaluating its density at $U=0$,

$$
\mathcal F=\frac{1}{\sqrt{4\pi\lambda k_BT}}\exp\left[-\frac{(\Delta G+\lambda)^2}{4\lambda k_BT}\right].
$$

Aromatic ketones such as benzophenone serve as triplet sensitizers in photopolymer films. For benzophenone and naphthalene, rough triplet energies of 3.0 and 2.6 eV give $\Delta G=-0.4$ eV. With a chosen $\lambda=0.6$ eV at 296 K, $\mathcal F=1.19\ \mathrm{eV^{-1}}$. Taking the ethylene coupling at 5.0 Å as a stand-in,

$$
k=\frac{2\pi}{\hbar}(1.49\times10^{-3}\ \mathrm{eV})^2(1.19\ \mathrm{eV^{-1}})=2.5\times10^{10}\ \mathrm{s^{-1}}.
$$

Weak coupling requires a small chance of transfer at each energy crossing. The Landau–Zener exponent $2\pi V^2/(\hbar|\dot U|)$ measures it. For a soft mode of quantum $\hbar\omega=0.005$ eV, the root-mean-square $|\dot U|$ is $\omega\sqrt{2\lambda k_BT}$, and the exponent is 0.016 at 5.0 Å. Scaling with $V^2$ gives about 3 at 4.0 Å and 40 at 3.5 Å, where the golden rule fails.

Between 4 and 5 Å, $|V|$ falls as $e^{-\gamma R}$ with $\gamma=\ln(20.5/1.49)=2.62$ Å$^{-1}$. A rough donor radiative rate of 100 s$^{-1}$ is matched when $V=9.4\times10^{-8}$ eV. Extrapolation places this at

$$
R=5.0+\frac{\ln(1.49\times10^{-3}/9.4\times10^{-8})}{2.62}=8.7\ \text{Å}.
$$

This extends a one-ångström interval by 3.7 Å, so it is an estimate of scale. Adding polarization or further diffuse functions gives $\gamma$ of 2.5 to 2.6 Å$^{-1}$ and 8.8 to 8.9 Å; without diffuse functions $\gamma=3.7$ Å$^{-1}$ and the reach is 7.2 Å. Computed directly in 6-31+G, $|V|$ follows the exponential to 7 Å but is only $1.2\times10^{-8}$ eV at 8.7 Å, while an extra diffuse shell raises the exchange integral there sixfold. The coupling at that distance is not converged.

A real film departs from this picture in several ways. Benzophenone's excitation starts from an oxygen lone pair, not a $\pi$ orbital, and chromophores in a polymer are not neatly stacked. The gap in the model is empty, whereas in a film the electrons can also cross through the orbitals of the matter in between. In single-excitation configuration interaction in 6-31+G, a methane molecule placed midway in a pair 7.6 Å apart raises $|V|$ from $4\times10^{-7}$ to $8\times10^{-5}$ eV. Part of this rise may come from the added basis functions, but the 8.7 Å reach belongs to a vacuum gap and can be longer in a film. In the ethylene pair at a fixed 4.0 Å, the slip described above cuts the coupling tenfold and would cut a golden-rule rate a hundredfold. A tenfold smaller coupling at 5.0 Å would give $2.5\times10^8$ s$^{-1}$ and, with $\gamma$ fixed, shorten the reach by $\ln10/2.62=0.9$ Å. A donor loss rate 100 times larger, for example through quenching by oxygen, shortens it equally. Assigning half of $\lambda$ to C=C stretching with a 0.17 eV quantum raises the rate by 15%.

## What spin-dependent forces restore

Spin-orbit mixing lends the triplets small transition dipoles, which can be inferred from emission. The golden rule combines the squared field factor $\hbar\omega/2\varepsilon_0$, the mode density $\omega^2/8\pi^3c^3$ per solid angle, and the angular integral $\int\sin^2\theta\,d\Omega=8\pi/3$:

$$
k_{\rm rad}=\frac{2\pi}{\hbar^2}\,\frac{\hbar\omega}{2\varepsilon_0}\,\frac{\omega^2}{8\pi^3c^3}\,\frac{8\pi}{3}\mu^2=\frac{\mu^2\omega^3}{3\pi\varepsilon_0\hbar c^3}.
$$

Here $\omega$ is the emission frequency. Use rough mean rates of 100 s$^{-1}$ for the donor and 0.03 s$^{-1}$ for the acceptor, and let one of the three sublevels carry all the emission, so that its own rate is three times the mean. The dipoles are then $8\times10^{-3}$ and $2\times10^{-4}$ debye. Even in line, where the coupling is $2\mu_D\mu_A/(4\pi\varepsilon_0R^3)$, they give only $1.4\times10^{-8}$ eV at 5.0 Å.

The magnetic interaction between electron spins also changes fragment spins. It contains $-\partial_a\partial_b(1/r)$, multiplied by $(\mu_0/4\pi)(g\mu_B)^2$ and one spin component from each fragment. The operator $\sum_i s_i^z x_i$ connects $S_0$ to the $M=0$ triplet with amplitude $\tfrac12(1/\sqrt2+1/\sqrt2)\,d=d/\sqrt2$: the opposite spin signs now add. Expanding about both centres brings two more derivatives, one of each sign, hence $+\tfrac12d^2\partial_x^2\partial_a\partial_b(1/r)$. On the stacking axis $\partial_x^2(1/r)=-1/z^3$, and two $z$ derivatives give $-12/z^5$, the largest diagonal element. Therefore

$$
|V_{ss}|\sim 6\,\frac{\mu_0}{4\pi}(g\mu_B)^2\frac{d^2}{R^5}.
$$

With the ethylene $d$ this is about $2\times10^{-7}$ eV at 5.0 Å. Using the actual $HL$ distributions instead of the point expansion raises it to $3\times10^{-7}$ eV. The ground-state mixing that lowers the singlet dipole raises the squared spin amplitude by a factor of 1.45, giving $4.6\times10^{-7}$ eV, larger than the spin-orbit estimate but some 3000 times smaller than exchange. At 8.7 Å, with that factor, it is about 20% of the extrapolated exchange coupling, and somewhat above the unconverged value computed there directly. Because it falls as a power of $R$, it must eventually exceed an exponential, but in the face-to-face pair transfer is by then slower than the donor's radiative loss. An exception is a geometry where exchange vanishes, such as the very narrow range of slip around the node at 4.0 Å, where the spin-spin estimate of $4\times10^{-7}$ eV is above the $9.4\times10^{-8}$ eV that matches that loss. The need for shared orbital space is strict for a spin-free Hamiltonian; for these molecules it is a statement about which coupling is fast enough to matter.

## Computed values

```
Ethylene pair, ROHF/6-31+G orbitals, 4 electrons in 4 orbitals
d = <H|x|L>: 0.7378 angstrom
triplet transition density, up / down: 0.7071 / -0.7071
singlet transition density, total: 1.4142
R(A)  S_HH     S_LL     V_exch(meV) V_hop(meV) V_full(meV) V_singlet(meV)
3.5  -0.06221 -0.09162   -11.8223   103.9444    74.4829     462.56
4.0  -0.03222 -0.06013    -4.5411    29.7288    20.5110     304.66
4.5  -0.01735 -0.04072    -1.6699     8.5725     5.5712     208.25
5.0  -0.00987 -0.02784    -0.6451     2.5442     1.4901     147.81
3.5 A: electron hop 0.6466 eV, hole hop -0.5927 eV
3.5 A: charge-transfer state above triplet by 7.374 eV
3.5 A, all D-A orbital products deleted:
  triplet coupling 1.6e-13 eV, singlet coupling 0.4744 eV
  norm of [H, S_D^2]: 2.429 eV before, 0.0e+00 eV after
vertical triplet energy in this model: 3.994 eV
20 A: triplet coupling 2.1e-14 eV (rounding level)
20 A: singlet coupling 1.9825 meV, point dipoles 1.9597 meV
4.0 A, slip 1.881 A: S_LL = 7e-17
  exchange integral of monomer orbitals -1.8972 meV
  full triplet coupling 2.0496 meV
Rate example, benzophenone to naphthalene regime (rough inputs)
triplet energies 3.0 and 2.6 eV, reorganization 0.6 eV, 296 K
radiative rates 100 and 0.03 1/s; soft mode 0.005 eV, stretch 0.17 eV
F classical 1.1864 1/eV, quantum soft mode 1.1879 1/eV
transfer rate at 5.0 A: 2.51e+10 1/s
decay of V from 4 to 5 A: 2.622 1/A
coupling that matches donor radiative loss: 9.40e-08 eV
distance for that coupling (extrapolated): 8.7 A
rate factor if half the reorganization is C=C stretch: 1.146
Landau-Zener exponent at 5.0 A: 0.0159
borrowed dipoles: donor 8.2e-03 D, acceptor 1.8e-04 D
largest spin-spin derivative factor: 12
5.0 A: exchange 1.5e-03 eV, spin-orbit dipoles 1.4e-08 eV, spin-spin 2.2e-07 eV
8.7 A: exchange 9.4e-08 eV, spin-orbit dipoles 2.8e-09 eV, spin-spin 1.4e-08 eV
```
